# What does a DLTS Arrhenius slope say about a calculated level?

**Question**

Suppose a first-principles calculation, with zero-point vibrations included, puts the donor-like level of two different electron traps at 0.40 eV below the conduction-band edge at zero temperature. Deep-level transient spectroscopy (DLTS) gives an emission rate $e$ at several temperatures. The plot of $\ln(e/T^2)$ against $1/kT$ is fitted by a line with slope $-0.460$ eV for trap A and $-0.396$ eV for trap B.

I would conclude that the calculation is wrong by 60 meV for A and confirmed for B. Is that right? If the slope is not the level, what is it, and which number should I compare with the calculation?

**Answer**

Neither conclusion follows. The slope is an ionization enthalpy at the temperature of the measurement plus the activation energy of the capture cross-section. The enthalpy can differ from the zero-temperature level, the activation energy need not be zero, and these two contributions to the deviation can cancel. The data you describe are compatible with a correct calculation for both traps, as a model with explicit numbers shows below.

**From detailed balance to the slope**

Take dilute traps, fully filled by the pulse, with exponential transients, no recapture during emission and no field-enhanced emission. The free electrons are nondegenerate, and the vibrations equilibrate within each charge state faster than the charge state changes.

Let $G_{\rm occ}$ and $G_{\rm emp}$ be the free energies of the occupied and the empty trap, including electronic degeneracy. With chemical potential $\mu$, the equilibrium occupation $f$ obeys

$$\frac{f}{1-f}=\exp\frac{\mu-G_{\rm occ}+G_{\rm emp}}{kT}.$$

The free-electron density is $n=N_c\exp[-(E_c-\mu)/kT]$. In equilibrium emission balances capture, $ef=cn(1-f)$, where $c$ is the capture coefficient. Solving for $e$, the chemical potential cancels:

$$e=c\,n\,\frac{1-f}{f}=c\,N_c\,e^{-\Delta G/kT},\qquad \Delta G=E_c+G_{\rm emp}-G_{\rm occ}.$$

Because $e$ and $c$ are properties of the equilibrated charge states, the relation also holds during the transient.

Define the cross-section by $\sigma=c/\langle v\rangle$. For a constant isotropic mass $m$,

$$N_c=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2},\qquad \langle v\rangle=\left(\frac{8kT}{\pi m}\right)^{1/2},$$

so $\langle v\rangle N_c=\gamma T^2$ with $\gamma$ constant. This is why one divides by $T^2$. With $\beta=1/kT$,

$$\ln\frac{e}{T^2}=\ln\gamma+\ln\sigma-\beta\,\Delta G .$$

Both $\sigma$ and $\Delta G$ depend on temperature. Since $dT/d\beta=-kT^2$,

$$\frac{d(\beta\Delta G)}{d\beta}=\Delta G+\beta(-kT^2)\frac{d\Delta G}{dT}=\Delta G-T\frac{d\Delta G}{dT}=\Delta G+T\Delta S=\Delta H .$$

The energy read from the plot, counted positive, is therefore

$$E_{\rm slope}=-\frac{d\ln(e/T^2)}{d\beta}=\Delta H(T)+E_\sigma(T),\qquad E_\sigma=-\frac{d\ln\sigma}{d\beta}.$$

A line through $\ln e$ without the division by $T^2$ would have $2kT$ more, because $-d\ln T^2/d\beta=2/\beta$. A temperature-dependent mass would add $-d\ln m/d\beta$, since $\langle v\rangle N_c\propto m$.

At $T=0$ the free energy and the enthalpy coincide; call their common value $\Delta_0$. This is the zero-temperature level. From $\Delta H=\Delta G-T\,d\Delta G/dT$ one finds $d\Delta H/dT=-T\,d^2\Delta G/dT^2=\Delta C$, the heat capacity of the empty trap with the electron at the band edge minus that of the occupied trap (the electron's kinetic part, $\tfrac32k$, is contained in $N_c$ and is not counted in $\Delta H$ or $\Delta C$). Hence

$$E_{\rm slope}-\Delta_0=\int_0^T\Delta C\,dT'+E_\sigma(T).$$

The slope equals the calculated level if the two terms on the right vanish, or if they cancel.

**Why the enthalpy moves away from the zero-temperature level**

Ionization usually changes vibrational frequencies. Consider $M$ modes of energy $\Omega$, each softened to $\Omega(1-s/M)$ when the electron goes to the band. The total fractional softening $s$ stays fixed while $M$ becomes large. The softening describes the whole transition, so it includes the effect of the band electron and thus the temperature shift of the band edge.

One mode of energy $w$ has free energy $F(w)=kT\ln[2\sinh(w/2kT)]$, and $dF/dw=\tfrac12\coth(w/2kT)=\bar n+\tfrac12$, with $\bar n=1/(e^{w/kT}-1)$. Write $D(T)$ for the depth without electronic degeneracy, and $D_{\rm static}$ for its value with the nuclei at rest. Then

$$D(T)=D_{\rm static}+M\left[F\!\left(\Omega-\frac{s\Omega}{M}\right)-F(\Omega)\right]\;\to\; D_{\rm static}-s\Omega\left(\bar n+\tfrac12\right).$$

The second-order term of the expansion is of order $M(s\Omega/M)^2$ and vanishes as $1/M$.

The same shift enters the transition energy at fixed phonon numbers $n_i$, which is $-(s\Omega/M)\sum_i(n_i+\tfrac12)$. Its mean is $-s\Omega(\bar n+\tfrac12)$ and its standard deviation is $s\Omega\sqrt{\bar n(\bar n+1)/M}$, which vanishes too. The amplitude for changing a phonon number is of order $s/M$ per mode, so the total probability of such changes falls as $M(s/M)^2$. These modes thus act as a sharp, temperature-dependent shift of the depth.

For the enthalpy we need $T\,d\bar n/dT$. With $x=\Omega/kT$ we have $d\bar n/dx=-\bar n(\bar n+1)$ and $T\,dx/dT=-x$, so $T\,d\bar n/dT=x\bar n(\bar n+1)$ and

$$\Delta H=D-T\frac{dD}{dT}=D_{\rm static}-s\Omega\left[\bar n+\tfrac12-x\,\bar n(\bar n+1)\right].$$

At low temperature $\bar n\to0$ and $\Delta H\to\Delta_0=D_{\rm static}-s\Omega/2$. At high temperature $\bar n+\tfrac12\approx1/x+x/12$, and $\bar n(\bar n+1)=(\bar n+\tfrac12)^2-\tfrac14\approx1/x^2-1/12$. The bracket becomes $x/6$, so

$$D_{\rm static}-\Delta H\approx\frac{s\Omega^2}{6kT}.$$

In this harmonic model the enthalpy rises from the zero-point-corrected level towards the static-lattice level, while $D$ itself keeps falling.

If the occupied trap is a spin doublet and the empty one a singlet, $\Delta G=D+kT\ln2$. The extra term is linear in $T$. It lowers $\Delta S$ by $k\ln2$ and drops out of $\Delta H$.

**Why capture adds its own activation energy**

Now add one displaced mode with coordinate $q$, treated classically. The occupied trap has its minimum at $q=0$, the empty trap at $q=1$, and $\lambda$ is the relaxation energy. With a free electron of kinetic energy $\varepsilon$, the two energies are

$$V_{\rm occ}=\lambda q^2,\qquad V_{\rm emp}=D+\varepsilon+\lambda(q-1)^2 .$$

Their difference is $D+\varepsilon+\lambda-2\lambda q$. It vanishes at $q_\varepsilon=(D+\lambda+\varepsilon)/2\lambda$, where the transition conserves energy.

In the golden rule with a constant electronic strength $K$, the capture coefficient at energy $\varepsilon$ is $K$ times the thermal average of $\delta(V_{\rm emp}-V_{\rm occ})$ over the empty trap. The delta function contributes $1/2\lambda$, and the normalized Boltzmann distribution has prefactor $\sqrt{\lambda/\pi kT}$. Using $q_\varepsilon-1=(D+\varepsilon-\lambda)/2\lambda$,

$$c(\varepsilon)=\frac{K}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\lambda-D-\varepsilon)^2}{4\lambda kT}\right].$$

Emission uses the distribution of the occupied trap instead. At the crossing, $\lambda q_\varepsilon^2-\lambda(q_\varepsilon-1)^2=\lambda(2q_\varepsilon-1)=D+\varepsilon$, which supplies the Boltzmann factor of detailed balance. An electron emitted from one spin state enters one spin channel of the band, half of $N_c$, in agreement with the $kT\ln2$ in $\Delta G$.

To average $c(\varepsilon)$ over thermal electrons, expand the square:

$$\frac{(\lambda-D-\varepsilon)^2}{4\lambda}=E_b-\frac{\lambda-D}{2\lambda}\,\varepsilon+\frac{\varepsilon^2}{4\lambda},\qquad E_b=\frac{(\lambda-D)^2}{4\lambda}.$$

The linear term combines with the electrons' factor $e^{-\varepsilon/kT}$ to give $e^{-a\varepsilon/kT}$, where $a=1-(\lambda-D)/2\lambda=(\lambda+D)/2\lambda$. With a density of states proportional to $\sqrt\varepsilon$, the ratio of the integrals with and without $a$ is $a^{-3/2}$. Leaving out the quadratic term for $kT\ll\lambda$,

$$c\approx\frac{K}{\sqrt{4\pi\lambda kT}}\left(\frac{2\lambda}{\lambda+D}\right)^{3/2}e^{-E_b/kT}.$$

Dividing by $\langle v\rangle\propto\beta^{-1/2}$ gives

$$\ln\sigma\approx{\rm const}+\ln\beta-\tfrac32\ln(\lambda+D)-\beta E_b .$$

Differentiate with respect to $\beta$ and change the sign. The logarithm gives $-kT$. The third term gives $\tfrac32(dD/d\beta)/(\lambda+D)$ with $dD/d\beta=-kT^2\,dD/dT$. The last gives $d(\beta E_b)/d\beta=E_b-T\,dE_b/dT$, by the same algebra as for $\Delta G$. Together,

$$E_\sigma\approx E_b-T\frac{dE_b}{dT}-kT-\frac32\,\frac{kT}{\lambda+D}\,T\frac{dD}{dT}.$$

So even the barrier of the configuration diagram is not simply $E_\sigma$. For $D<\lambda$ a depth that shrinks on heating makes the barrier grow, and the second term then lowers the activation energy. If the barrier vanishes, $E_\sigma$ is close to $-kT$: the cross-section falls on heating.

The omitted quadratic term multiplies $c$ by about $1-\langle\varepsilon^2\rangle/4\lambda kT$. With the weight $\sqrt\varepsilon\,e^{-a\varepsilon/kT}$, $\langle\varepsilon^2\rangle=\tfrac{15}{4}(kT/a)^2$. The relative change of $c$ is thus $-15kT/(16\lambda a^2)$, and the resulting absolute change of $E_\sigma$, with $a$ held fixed, is $-15(kT)^2/(16\lambda a^2)$.

**Your two traps as a model**

Take round parameters: $D_{\rm static}=0.42$ eV, $\Omega=20$ meV, $s=2$, the free-electron mass, and $K=10^{-7}$ eV cm³/s. Then $\Delta_0=0.42-2(0.020)/2=0.40$ eV for both traps. They differ in one parameter, $\lambda=0.90$ eV for A and $0.40$ eV for B.

The DLTS signal for sampling times $t_1<t_2$ is proportional to $e^{-et_1}-e^{-et_2}$, if the amplitude does not vary with temperature. Setting its derivative with respect to $e$ to zero gives $t_1e^{-et_1}=t_2e^{-et_2}$, so at the peak $e=\ln(t_2/t_1)/(t_2-t_1)$. The peaks were located numerically on simulated signals, with emission rates integrated over the occupied trap's distribution.

For trap A the fastest window, 1279.2 s⁻¹, peaks at 242.79 K and the slowest, 5.117 s⁻¹, at 197.04 K. These two points already give the slope:

$$\frac{\ln(1279.2/5.117)-2\ln(242.79/197.04)}{(1/197.04-1/242.79)\,{\rm K}^{-1}/k}=\frac{5.521-0.418}{11.10\ {\rm eV}^{-1}}\approx0.460\ {\rm eV}.$$

The fit through all five windows gives 0.4599 eV. Its parts, evaluated at the middle of the plot, are as follows.

| Quantity | Trap A | Trap B |
|---|---:|---:|
| Temperature (K) | 217.6 | 185.7 |
| $\Delta H-\Delta_0$ (meV) | 13.1 | 12.1 |
| $E_\sigma$ (meV) | 46.8 | −16.1 |
| Fitted slope $-\Delta_0$ (meV) | 59.9 | −4.1 |
| $\Delta G$ (eV) | 0.392 | 0.395 |

For A, most of the 60 meV comes from capture. The barrier at this temperature is $E_b=75.4$ meV, and the formula gives

$$E_\sigma\approx75.4-9.9-18.75+0.75=47.5\ {\rm meV}.$$

The full integration gives 46.8 meV. The quadratic correction derived above, with $a=0.71$, is $-0.7$ meV and accounts for the difference. Taking the whole barrier as the capture contribution would overcorrect the slope by 28.6 meV.

For B the barrier is 0.2 meV, and $E_\sigma\approx0.2-0.6-16.0+0.9=-15.5$ meV, against $-16.1$ meV from integration. This negative term nearly cancels the enthalpy shift. The slope of 0.396 eV agrees with the level to 4 meV although neither contribution is that small. The agreement is no check of the calculation, because it depends on $\lambda$: with the value of trap A, the same zero-temperature level gives a slope 60 meV above it.

**The intercept has the same problem**

Write the tangent to the plot as $\ln(\gamma\sigma_{\rm app})-\beta E_{\rm slope}$. Equating it at the measuring temperature to $\ln(\gamma\sigma)-\beta\Delta G$, with $\Delta G=\Delta H-T\Delta S$, gives

$$\sigma_{\rm app}=\sigma(T)\,e^{\Delta S/k}\,e^{E_\sigma/kT}.$$

For A, $\Delta S=1.128\,k$ contributes a factor $3.1$ and capture a factor $e^{46.8/18.75}\approx12$. The apparent cross-section is $2.6\times10^{-14}$ cm², about 37 times the actual $6.8\times10^{-16}$ cm². For B the factors are $2.9$ and $0.37$, and the apparent value, $4.3\times10^{-14}$ cm², lies close to the actual $4.1\times10^{-14}$ cm². That again is a cancellation. The cross-section of B is more than half the upper bound for s-wave absorption, $\pi\hbar^2/2mkT\approx7.5\times10^{-14}$ cm², so the golden rule is only marginal there and this value is a model number.

**What to compare with the calculation**

Measure capture directly, by varying the length of the filling pulse at known $n$, in the same temperature range as emission. This needs pulses shorter than the capture time $1/cn$; for a cross-section like that of B this time is about 3 ns at $n=10^{15}$ cm⁻³, so fast traps require low doping. There are then two routes.

The first subtracts $E_\sigma$ from the slope and yields $\Delta H(T)$. If you plot $c$ instead of $\sigma$, its activation energy is $E_\sigma+kT/2$, because $\langle v\rangle\propto\beta^{-1/2}$; remove the $kT/2$ first. For A the result is $0.4599-0.0468=0.4131$ eV. That is still 13 meV above $\Delta_0$ and 7 meV below the static-lattice level.

The second uses both rates at one temperature, $\Delta G(T)=kT\ln(cN_c/e)$, and needs no slope. For A it gives 0.392 eV. A factor of two in the absolute value of $c$ shifts this by $kT\ln2=13$ meV, so the absolute calibration matters here, whereas a constant factor drops out of the first route.

Either result needs a vibrational correction before it meets a zero-temperature number. Here one subtracts $\int_0^T\Delta C\,dT'=13.1$ meV from $\Delta H$. Starting from $\Delta G$, one removes $kT\ln2$ to get $D=0.379$ eV, then adds $s\Omega\bar n=\Delta_0-D=21$ meV. For a real defect these corrections must come from the phonons of both charge states and from the temperature dependence of the band edge. Check also whether the calculated level contains zero-point energy: in this model that choice alone is worth 20 meV.

**How far this carries**

The slope law needs detailed balance and the stated measuring conditions, not the classical mode. Quantum vibrations change $\sigma(T)$, and with it the value of $E_\sigma$, but not the law. The formula for $E_\sigma$ is more restricted: it omits tunnelling of the displaced mode, Coulomb enhancement of capture and any temperature dependence of $K$. The classical treatment needs a quantum of the displaced mode well below $kT$, which is only 16–19 meV here. If 0.85 eV of the $\lambda$ of trap A is carried by a quantum mode, $E_\sigma$ falls from 47 meV to about 38 meV for a 20 meV quantum and to about 18 meV for a 40 meV quantum. For a true donor the empty trap attracts the electron; the Coulomb enhancement then varies roughly as $T^{-1/2}$ and lowers $E_\sigma$ by about $kT/2$. The model also leaves out thermal expansion. Its energies therefore show how the contributions combine; they are not corrections to be transferred to another trap.

If the filling pulse is too short for a trap with slow capture, the signal amplitude can vary with temperature and shift the peaks, although the emission rate itself is unchanged. A field that speeds up emission changes the rate itself. For a donor, which is charged once emptied, this is the rule: at about $2\times10^4$ V/cm and a dielectric constant near 12 the Poole–Frenkel lowering of the barrier is about 30 meV, comparable to the terms discussed above, so the rate must be extrapolated to zero field. Check for both effects by varying the pulse length and the bias. The peak temperatures and the remaining contributions for both traps are in the numerical output below.

## Table of computed values

```
static-lattice depth = 0.4200 eV
softened-mode energy = 20.0 meV, summed softening s = 2.0
zero-temperature level with zero-point energy = 0.4000 eV
capture strength K = 1.0e-07 eV cm^3/s
static depth minus DeltaH at 3000 K: sum 0.5156, law 0.5158 meV
--- trap A: relaxation energy = 0.90 eV
  rate window  1279.214 1/s : peak at  242.79 K
  rate window   321.705 1/s : peak at  229.52 K
  rate window    80.905 1/s : peak at  217.59 K
  rate window    20.346 1/s : peak at  206.82 K
  rate window     5.117 1/s : peak at  197.04 K
  mid-plot temperature = 217.56 K, kT = 18.75 meV
  fitted Arrhenius slope = 0.4599 eV
  slope minus zero-temperature level = 59.9 meV
  enthalpy DeltaH = 0.4131 eV, shift from 0 K = 13.1 meV
  cross-section activation E_sigma = 46.8 meV
  DeltaH + E_sigma = 0.4600 eV
  depth D(T) = 0.3790 eV, free energy DeltaG(T) = 0.3920 eV
  total entropy DeltaS = 1.128 k
  capture barrier E_b(T) = 75.4 meV, T dE_b/dT = 9.9 meV
  band-average term = 0.75 meV, E_sigma formula = 47.5 meV
  closed-form c / integrated c = 1.037
  true cross-section = 6.838e-16 cm^2
  apparent cross-section: fit 2.555e-14, theory 2.568e-14 cm^2
--- trap B: relaxation energy = 0.40 eV
  rate window  1279.214 1/s : peak at  207.04 K
  rate window   321.705 1/s : peak at  195.82 K
  rate window    80.905 1/s : peak at  185.72 K
  rate window    20.346 1/s : peak at  176.60 K
  rate window     5.117 1/s : peak at  168.30 K
  mid-plot temperature = 185.70 K, kT = 16.00 meV
  fitted Arrhenius slope = 0.3959 eV
  slope minus zero-temperature level = -4.1 meV
  enthalpy DeltaH = 0.4121 eV, shift from 0 K = 12.1 meV
  cross-section activation E_sigma = -16.1 meV
  DeltaH + E_sigma = 0.3959 eV
  depth D(T) = 0.3839 eV, free energy DeltaG(T) = 0.3950 eV
  total entropy DeltaS = 1.066 k
  capture barrier E_b(T) = 0.2 meV, T dE_b/dT = 0.6 meV
  band-average term = 0.86 meV, E_sigma formula = -15.5 meV
  closed-form c / integrated c = 1.038
  true cross-section = 4.097e-14 cm^2
  apparent cross-section: fit 4.317e-14, theory 4.336e-14 cm^2
```
